# Why saturated crack spacings in a stretched scale span L to 2L: test program

```python
"""Saturated tensile crack spacing in a brittle scale on a ductile metal.

Result under test: all final spacings lie between L and 2L, L = S*h/tau.
S   uniform tensile strength of the scale (MPa)
h   scale thickness (um)
tau constant shear stress of the slipping interface (MPa)
E   Young modulus of the scale (MPa)
k   elastic stiffness of the interface before slip (MPa/um)
The simulation knows only equilibrium, slip and strength, no spacing rule.
MPa*um equals J/m^2.
"""
import numpy as np
from scipy.linalg import solveh_banded
from scipy.integrate import cumulative_trapezoid, trapezoid

h, S, E, tau = 10.0, 400.0, 1.0e5, 50.0
G_metal = 2.6e4                  # rough shear modulus of aluminium, MPa
k = G_metal / h                  # shear spread over about one thickness
L = S * h / tau
strain_f = S / E
DRAG = 0.3                       # small viscous term, MPa/um, fixes free sliding


def equilibrium(w_old, slip, strain, dx, E, tau, k):
    """Displacement w of scale relative to metal, new slip, bond stresses."""
    n = len(w_old)
    bond = E * h / dx

    def gradient(w):
        shear = np.minimum(np.maximum(k * (w - slip), -tau), tau)
        g = dx * (shear + DRAG * (w - w_old))
        force = h * E * (strain + (w[1:] - w[:-1]) / dx)
        g[:-1] -= force
        g[1:] += force
        return g

    w = w_old.copy()
    for _ in range(500):
        g = gradient(w)
        if np.max(np.abs(g)) < 1e-4 * tau * dx:
            break
        sticking = np.abs(k * (w - slip)) < tau
        band = np.zeros((2, n))
        band[0, 1:] = -bond
        band[1] = dx * (k * sticking + DRAG)
        band[1, :-1] += bond
        band[1, 1:] += bond
        step = -solveh_banded(band, g)
        slope0 = abs(g @ step)
        t = 1.0
        if gradient(w + step) @ step > 1e-6 * slope0:
            low, high = 0.0, 1.0         # line search on a convex energy
            for _ in range(45):
                mid = 0.5 * (low + high)
                slope = gradient(w + mid * step) @ step
                if slope > 0:
                    high = mid
                else:
                    low = mid
                    if slope > -0.1 * slope0:
                        break
            t = low
        w = w + t * step
    else:
        raise AssertionError("equilibrium iteration did not converge")
    shear = np.clip(k * (w - slip), -tau, tau)
    stress = E * (strain + np.diff(w) / dx)
    return w, w - shear / k, stress


def stretch_and_crack(n, dx, E, tau, k, scatter, seed):
    """Stretch a scale of n elements; return spacings, crack strains, strengths."""
    rng = np.random.default_rng(seed)
    strength = S * (1 + scatter * rng.standard_normal(n - 1))
    pieces = [(0, np.zeros(n), np.zeros(n))]
    crack_strains = []
    for strain in np.geomspace(0.98, 12.0, 30) * S / E:
        waiting, settled = pieces, []
        while waiting:
            start, w, slip = waiting.pop()
            w, slip, stress = equilibrium(w, slip, strain, dx, E, tau, k)
            load = stress / strength[start:start + len(stress)]
            j = int(np.argmax(load))
            if load[j] >= 1:
                crack_strains.append(strain)
                waiting.append((start, w[:j + 1], slip[:j + 1]))
                waiting.append((start + j + 1, w[j + 1:], slip[j + 1:]))
            else:
                settled.append((start, w, slip))
        pieces = settled
    spacings = np.array([len(p[1]) * dx for p in pieces])
    return spacings, np.array(crack_strains), strength


# Stress profile of a long piece with a nearly rigid interface
dx = 3.9
n_long = 100
_, _, stress = equilibrium(np.zeros(n_long), np.zeros(n_long), strain_f,
                           dx, E, tau, 100 * k)
x = dx * np.arange(1, n_long)
ramp = np.minimum(x, n_long * dx - x) * tau / h
profile_error = np.max(np.abs(stress - np.minimum(S, ramp)))
assert profile_error < 0.02 * S

# A piece shorter than 2L: its peak stress stops rising below the strength
n_short = 38
short = n_short * dx
w, slip = np.zeros(n_short), np.zeros(n_short)
peaks = []
for strain in np.geomspace(0.98, 12.0, 30) * strain_f:
    w, slip, stress = equilibrium(w, slip, strain, dx, E, tau, k)
    peaks.append(stress.max())
peak_formula = tau * short / (2 * h)
assert abs(peaks[-1] / peak_formula - 1) < 0.01 and max(peaks) < S

# Full cracking simulation, then another interface stress and modulus
spacings, crack_strains, _ = stretch_and_crack(500, dx, E, tau, k, 0.001, 1)
assert len(spacings) > 8
assert spacings.min() >= L - 1e-9 and spacings.max() <= 2 * L + 1e-9
tau2, E2 = 2 * tau, 1.5 * E
L2 = S * h / tau2
spacings2, _, _ = stretch_and_crack(300, dx / 2, E2, tau2, 4 * k, 0.001, 2)
assert len(spacings2) > 5
assert spacings2.min() >= L2 - 1e-9 and spacings2.max() <= 2 * L2 + 1e-9

# Strength scatter: limits follow the weakest and the strongest sections
scatter = 0.10
spread, _, strengths = stretch_and_crack(300, dx, E, tau, k, scatter, 3)
assert spread.min() >= strengths.min() * h / tau - dx
assert spread.max() <= 2 * strengths.max() * h / tau + dx
outside = np.sum((spread < L) | (spread > 2 * L))

# Mean spacing in units of L: random sequence against the integral equation
rng = np.random.default_rng(4)
waiting, final = [20000.0], []
while waiting:
    s = waiting.pop()
    if s < 2:
        final.append(s)
    else:
        cut = rng.uniform(1, s - 1)
        waiting += [cut, s - cut]
mean_random = np.mean(final)
m = 1000                          # grid intervals per L
grid = 1 + np.arange(11 * m + 1) / m
F = np.ones(len(grid))
C = np.zeros(len(grid))           # integral of F from 1 to grid point
C[:m + 1] = grid[:m + 1] - 1
previous = 2.0                    # limit of F just above length 2
for i in range(m + 1, len(grid)):
    F[i] = 2 * C[i - m] / (grid[i] - 2)
    C[i] = C[i - 1] + 0.5 * (previous + F[i]) / m
    previous = F[i]
mean_equation = grid[-1] / F[-1]
assert abs(mean_random / mean_equation - 1) < 0.01


def crack_energy(distance):
    """Energy per crack area, old cracks at this distance on both sides."""
    y = np.linspace(0, distance, 20001)
    old = np.minimum(S, tau * (distance - y) / h)
    new = np.minimum(old, tau * y / h)
    opened = cumulative_trapezoid((old - new) / E, y, initial=0)
    slid = opened[-1] - opened
    elastic = trapezoid((old**2 - new**2) / (2 * E), y)
    friction = trapezoid(tau * slid, y) / h
    return 2 * (elastic - friction)


G_isolated = S**3 * h / (3 * E * tau)
G_last = G_isolated / 2
assert abs(crack_energy(3 * L) / G_isolated - 1) < 1e-3
assert abs(crack_energy(L) / G_last - 1) < 1e-3
assert G_last < crack_energy(1.5 * L) < G_isolated
toughness = 10.0                  # rough value for the oxide, J/m^2
assert G_last > toughness

tau_hard = 60.0                   # rough hardened interface stress, MPa
L_hard = S * h / tau_hard
transfer = np.sqrt(E * h / k)
mismatch, heating = 17e-6, 100.0  # rough expansion difference 1/K, and K
thermal = mismatch * heating
long_piece = 200.0

print("INPUTS (rough values, anodic oxide on aluminium)")
print(f"thickness h = {h:.0f} um")
print(f"strength S = {S:.0f} MPa")
print(f"scale modulus E = {E/1000:.0f} GPa")
print(f"interface shear stress tau = {tau:.0f} MPa")
print(f"metal shear modulus = {G_metal/1000:.0f} GPa")
print("IDEAL RESULT")
print(f"L = {L:.1f} um, 2L = {2*L:.1f} um, L/h = {L/h:.1f}")
print(f"cracking strain S/E = {100*strain_f:.2f} %")
print(f"piece of {long_piece:.0f} um: crack window {L:.0f} to "
      f"{long_piece-L:.0f} um from one end")
print(f"largest profile error, near-rigid interface = {profile_error:.2f} MPa")
print(f"piece of {short:.1f} um: peak by formula = {peak_formula:.1f} MPa")
print(f"same piece: simulated peak at {1200*strain_f:.1f} % strain = "
      f"{peaks[-1]:.1f} MPa")
print("CRACKING SIMULATION")
print(f"scale length = {500*dx:.0f} um, element = {dx:.1f} um")
print(f"final pieces = {len(spacings)}")
print(f"shortest, mean, longest = {spacings.min():.1f}, "
      f"{spacings.mean():.1f}, {spacings.max():.1f} um")
print(f"strain at first crack = {100*crack_strains.min():.2f} %")
print(f"strain at last crack = {100*crack_strains.max():.2f} %")
print(f"second run: tau = {tau2:.0f} MPa, E = {E2/1000:.0f} GPa, "
      f"L = {L2:.1f} um")
print(f"second run: shortest, longest = {spacings2.min():.1f}, "
      f"{spacings2.max():.1f} um")
print("MEAN SPACING, all allowed positions equally likely")
print(f"random sequence = {mean_random:.3f} L")
print(f"integral equation = {mean_equation:.3f} L = {mean_equation*L:.1f} um")
print("NEGLECTED EFFECTS")
print(f"strength scatter {100*scatter:.0f} %: {outside} of {len(spread)} "
      f"pieces outside L to 2L")
print(f"with scatter: shortest, longest = {spread.min():.1f}, "
      f"{spread.max():.1f} um")
print(f"weakest, strongest section = {strengths.min():.0f}, "
      f"{strengths.max():.0f} MPa")
print(f"tau hardened to {tau_hard:.0f} MPa: L = {L_hard:.1f} um, "
      f"2L = {2*L_hard:.1f} um")
print(f"elastic transfer length = {transfer:.1f} um = {transfer/L:.2f} L")
print(f"thickness over L = {h/L:.3f}")
print(f"thermal mismatch strain, {heating:.0f} K heating = {100*thermal:.2f} %")
print(f"applied cracking strain after heating = "
      f"{100*(strain_f-thermal):.2f} %")
print(f"energy release, isolated crack = {G_isolated:.1f} J/m^2")
print(f"energy release, middle of 2L piece = {G_last:.1f} J/m^2")
print(f"rough oxide toughness = {toughness:.0f} J/m^2")
print("done: every assertion held")
```

Printed output:

```
INPUTS (rough values, anodic oxide on aluminium)
thickness h = 10 um
strength S = 400 MPa
scale modulus E = 100 GPa
interface shear stress tau = 50 MPa
metal shear modulus = 26 GPa
IDEAL RESULT
L = 80.0 um, 2L = 160.0 um, L/h = 8.0
cracking strain S/E = 0.40 %
piece of 200 um: crack window 80 to 120 um from one end
largest profile error, near-rigid interface = 1.71 MPa
piece of 148.2 um: peak by formula = 370.5 MPa
same piece: simulated peak at 4.8 % strain = 370.8 MPa
CRACKING SIMULATION
scale length = 1950 um, element = 3.9 um
final pieces = 16
shortest, mean, longest = 85.8, 121.9, 156.0 um
strain at first crack = 0.43 %
strain at last crack = 0.60 %
second run: tau = 100 MPa, E = 150 GPa, L = 40.0 um
second run: shortest, longest = 44.9, 72.1 um
MEAN SPACING, all allowed positions equally likely
random sequence = 1.337 L
integral equation = 1.338 L = 107.0 um
NEGLECTED EFFECTS
strength scatter 10 %: 2 of 11 pieces outside L to 2L
with scatter: shortest, longest = 66.3, 144.3 um
weakest, strongest section = 287, 533 MPa
tau hardened to 60 MPa: L = 66.7 um, 2L = 133.3 um
elastic transfer length = 19.6 um = 0.25 L
thickness over L = 0.125
thermal mismatch strain, 100 K heating = 0.17 %
applied cracking strain after heating = 0.23 %
energy release, isolated crack = 42.7 J/m^2
energy release, middle of 2L piece = 21.3 J/m^2
rough oxide toughness = 10 J/m^2
done: every assertion held
```
